\section*{Two-step Hamann-Schlueter-Chiang pseudopotentials, worked out for the sodium atom}

\section{A correct eigenvalue is not enough}

The 3s electron of sodium moves in a potential that behaves as $-11/r$ at the nucleus, and its radial function has nodes in the core. Both features are costly in a smooth basis. Suppose we replace the potential inside the core by a smooth one and adjust it until its lowest s level equals the 3s energy. For the smooth potential built below, this succeeds, yet the normalized smooth state has the wrong amplitude outside the core: its charge density there is 1.6\% too small. Its scattering also changes too fast with energy. The logarithmic derivative at 4.5 bohr has an energy slope of $-6.708$ instead of $-6.545$ in units of 1/(Ha\,bohr), an error of 2.5\%.

The two faults are one. Write $u(r)$ for $r$ times the radial wavefunction. In Hartree atomic units,
\begin{equation}
u''=2\left[V+\frac{l(l+1)}{2r^2}-E\right]u .
\label{radial}
\end{equation}
For each $E$ take the solution regular at the origin, and let a dot denote $\partial/\partial E$. Differentiating (\ref{radial}) gives
\begin{equation}
\dot u''=2\left[V+\frac{l(l+1)}{2r^2}-E\right]\dot u-2u .
\end{equation}
Multiply this by $u$, multiply (\ref{radial}) by $\dot u$, and subtract. The brackets cancel:
\begin{equation}
u\dot u''-\dot u u''=(u\dot u'-\dot u u')'=-2u^2 .
\end{equation}
Integrate from 0 to $R$. The lower limit contributes nothing, because $u$ and $\dot u$ both vanish there. With $D=u'/u$ at $R$, we have $\dot D=(u\dot u'-\dot u u')/u^2$, so
\begin{equation}
\frac{dD}{dE}=-\frac{2}{u(R)^2}\int_0^R u^2\,dr ,\qquad u(R)\neq0 .
\label{friedel}
\end{equation}
If a pseudo function equals $u$ outside the core and has the same norm inside, it reproduces $D$ and its first energy derivative. The construction must therefore correct the norm without disturbing the eigenvalue or the tail.

\section{The sodium 3s state by hand}

The starting point is the self-consistent potential $V$ of the free atom, configuration $1s^22s^22p^63s^1$, in the local density approximation with the Perdew--Wang fit for correlation, without relativity or spin polarization. Other common fits of the same approximation (Vosko--Wilk--Nusair, Perdew--Zunger) move the 3s energy and the 3s constant $c$ below by up to about $10^{-4}$ Ha and $\gamma$ by about $10^{-5}$, so the last digits quoted belong to this fit. The 3s energy is $\varepsilon=-0.10347$ Ha ($-2.816$ eV). This is an eigenvalue of the model, not a measured ionization energy. The function $u$ is normalized and positive in its outer lobe. Its outermost node is at 1.04 bohr and its peak at 3.25 bohr; we choose $r_c=1.8$ bohr between them.

\subsection{Cut off the core potential}

Let $x=r/r_c$ and $f=e^{-x^4}$, and define
\begin{equation}
V_1=(1-f)V+cf .
\label{v1}
\end{equation}
Near the nucleus $1-f\approx x^4$, so the product with $-11/r$ vanishes as $r^3$, and $V_1(0)=c$. Far out, $f$ vanishes and $V_1=V$. The cutoff radius is not a matching radius: at $r_c$ itself $f=1/e$. At $2.5r_c=4.5$ bohr, $f=e^{-39.1}\approx10^{-17}$, and the potentials agree to rounding.

\subsection{Tune the constant}

Let $E(c)$ be the lowest level of $V_1$ and $w_1$ its normalized, positive function. Differentiate $E=\langle w_1|H|w_1\rangle$. The terms from the change of $w_1$ add to $E\,d\langle w_1|w_1\rangle/dc=0$, which leaves
\begin{equation}
\frac{dE}{dc}=\int_0^\infty f\,w_1^2\,dr>0 .
\label{slope}
\end{equation}
At most one $c$ can therefore give $E(c)=\varepsilon$. Newton's method reads
\begin{equation}
c_{\rm new}=c+\frac{\varepsilon-E(c)}{\int f w_1^2\,dr} .
\end{equation}
Starting from zero, the iterates are 0, 0.29366, 0.41772, 0.43409, 0.43433 Ha. The first step is upward, so the level at $c=0$ lay too low, and a repulsive core is needed to raise it.

The steady approach from below has a reason. $E(c)$ is the minimum, over normalized trial functions, of expressions linear in $c$. Such a minimum is concave, so it lies below each of its tangents. The Newton step goes to the point where the tangent reaches $\varepsilon$, and there $E\le\varepsilon$. A start above the solution can thus overshoot once; after that the iterates rise towards it.

At the solution the slope (\ref{slope}) is 0.0561. An error of $10^{-6}$ Ha in the level corresponds to about $1.8\times10^{-5}$ Ha in $c$.

\subsection{Rescale the tail}

Where $f$ is negligible, $u$ and $w_1$ obey the same second-order equation at the same energy, and both decay. The decaying solution is unique up to a factor, so
\begin{equation}
u=\gamma w_1\quad\text{outside the core},\qquad \gamma=1.00810 .
\end{equation}
The function $\gamma w_1$ has the right tail but the norm $\gamma^2=1.01627$. All the excess, 0.01627, lies inside: up to 4.5 bohr the norms are 0.66888 for $\gamma w_1$ and 0.65262 for $u$. If $w_1$ is used with norm 1 instead, its outer density is too small by the factor $1/\gamma^2=0.9840$, which is the 1.6\% of the opening.

\subsection{Correct the norm}

Add a short-ranged piece that leaves the tail alone:
\begin{equation}
w_2=\gamma(w_1+\delta g),\qquad g=rf .
\end{equation}
The power of $r$ is that of a regular s function. With $I_1=\int w_1g\,dr$ and $I_2=\int g^2dr$, the condition $\int w_2^2dr=1$ is
\begin{equation}
\gamma^2(1+2\delta I_1+\delta^2I_2)=1 .
\end{equation}
Divide by $\gamma^2$ and put $q=1-\gamma^{-2}$:
\begin{equation}
I_2\delta^2+2I_1\delta+q=0,\qquad
\delta=\frac{-I_1\pm\sqrt{I_1^2-I_2q}}{I_2} .
\end{equation}
The upper sign gives the root that vanishes when $\gamma=1$. Multiplying its numerator and denominator by $I_1+\sqrt{I_1^2-I_2q}$ turns the numerator into $-I_2q$, so
\begin{equation}
\delta=-\frac{q}{I_1+\sqrt{I_1^2-I_2q}} .
\label{delta}
\end{equation}
This form avoids subtracting nearly equal numbers. Here $I_1=0.31534$, $I_2=1.06235$ and $q=0.01601$, in bohr units, so
\begin{equation}
\delta\approx-\frac{0.01601}{0.31534+\sqrt{0.09944-0.01701}}
=-\frac{0.01601}{0.60245}\approx-0.0266 .
\end{equation}
The sign is negative because norm must be removed.

The other root is about $-0.567$. Near the origin $w_1\approx ar$ with $a=0.1375$, so that root would make $w_2$ negative there while its tail stays positive. The resulting node would give a singular potential. With the chosen root, $a+\delta=0.1109>0$.

\subsection{Invert the equation}

We now ask which potential has $w_2$ as its eigenfunction at energy $\varepsilon$. For $l=0$, (\ref{radial}) gives $V_2=\varepsilon+w_2''/(2w_2)$. No numerical derivative is needed, since both parts of $w_2''$ are known. From $dx^4/dr=4x^4/r$,
\begin{align}
f'&=-\frac{4x^4}{r}f,\\
f''&=\left[-\frac{12x^4}{r^2}+\frac{16x^8}{r^2}\right]f .
\end{align}
The first term of $f''$ comes from differentiating $x^4/r=r^3/r_c^4$, the second from differentiating $f$. Therefore
\begin{equation}
g''=2f'+rf''=\frac{16x^8-20x^4}{r^2}\,g .
\end{equation}
Also $w_1''=2(V_1-\varepsilon)w_1$, and $\gamma w_1=w_2-\gamma\delta g$. Hence
\begin{align}
V_2&=\varepsilon+\frac{(V_1-\varepsilon)(w_2-\gamma\delta g)
+\tfrac12\gamma\delta g''}{w_2}\nonumber\\
&=V_1+\frac{\gamma\delta g}{w_2}\left[\varepsilon-V_1
+\frac{16x^8-20x^4}{2r^2}\right].
\label{vs}
\end{align}
At the origin the last term in the bracket vanishes as $r^2$, and $\gamma g/w_2\to1/(a+\delta)$. Thus
\begin{equation}
V_2(0)=c+\frac{\delta(\varepsilon-c)}{a+\delta}
\approx0.4343+\frac{(-0.0266)(-0.5378)}{0.1109}\approx0.563\ \text{Ha}.
\end{equation}
Removing norm has raised the potential at the origin. $V_2$ lies above $V_1$ out to about 1.9 bohr and below it further out, by at most 0.06 Ha near 2.25 bohr, until the correction dies away.

\section{The construction for any angular momentum}

Take a bound state with $\varepsilon<0$ in a potential that tends to zero at infinity and is no more singular than $-Z/r$ at the nucleus. Place $r_c$ between its outermost node and its outermost peak, or inside the peak if the state has no node. This is a practical choice, not a guarantee of success.

\begin{enumerate}
\item Form $V_1$ from (\ref{v1}). Near the nucleus, evaluate $1-f$ with a function made for $e^y-1$ at small $y$, to avoid cancellation.
\item Tune $c$ by Newton's method until the lowest level of angular momentum $l$ equals $\varepsilon$.
\item Read $\gamma=u/w_1$ where $f$ is negligible, for example beyond $2.5r_c$.
\item Set $g=r^{l+1}f$, compute $I_1$ and $I_2$, and obtain $\delta$ from (\ref{delta}).
\item Form $w_2=\gamma(w_1+\delta g)$, check that it has no node, and evaluate $V_2$ from (\ref{vl}) below.
\end{enumerate}

Step 2 has a solution. For a fixed trial function the energy is linear in $c$ with positive slope, so $E(c)\to-\infty$ as $c\to-\infty$. For large positive $c$, the term $cf$ makes $V_1$ non-negative out to any chosen radius; beyond it $V_1$ is no lower than the weak tail of $V$. Kinetic and centrifugal energies are non-negative, so $E(c)$ eventually exceeds any negative value. Being concave, $E(c)$ is continuous and must pass through $\varepsilon$.

Step 4 can fail. A real root requires $\gamma^{-2}\ge1-I_1^2/I_2$. This holds whenever $\gamma\le1$, but it limits how much norm can be removed. For sodium 3s it requires $\gamma^2\lesssim1.10$, and the actual value is 1.016. Step 5 can also fail, if a negative $\delta$ drives $w_2$ through zero. The derivation does not exclude either failure, so both conditions must be checked; neither occurs in the sodium examples here. If one did, $r_c$ is the parameter to vary, since $\gamma$, $I_1$ and $I_2$ all depend on it.

For the inversion, differentiate $g=r^{l+1}f$ twice:
\begin{align}
g''&=l(l+1)r^{l-1}f+2(l+1)r^lf'+r^{l+1}f''\nonumber\\
&=\frac{l(l+1)-8(l+1)x^4-12x^4+16x^8}{r^2}\,g\nonumber\\
&=\frac{l(l+1)+16x^8-(8l+20)x^4}{r^2}\,g .
\end{align}
With $L=l(l+1)/(2r^2)$, the radial equation gives
\begin{equation}
V_2=\varepsilon-L+\frac{w_2''}{2w_2},\qquad
w_1''=2(V_1+L-\varepsilon)w_1 .
\end{equation}
Substituting $\gamma w_1=w_2-\gamma\delta g$ as before,
\begin{equation}
V_2=\varepsilon-L+(V_1+L-\varepsilon)
\left(1-\frac{\gamma\delta g}{w_2}\right)+\frac{\gamma\delta g''}{2w_2} .
\end{equation}
The centrifugal part of $g''$ contributes $+L\gamma\delta g/w_2$, which cancels the $-L\gamma\delta g/w_2$ from the product. The result is
\begin{equation}
V_2=V_1+\frac{\gamma\delta g}{w_2}\left[\varepsilon-V_1
+\frac{16x^8-(8l+20)x^4}{2r^2}\right].
\label{vl}
\end{equation}
The value at the origin is again $c+\delta(\varepsilon-c)/(a+\delta)$, now with $a=\lim_{r\to0}w_1/r^{l+1}$ and provided $a+\delta>0$. Since $w_2$ is a nodeless bound function of $V_2$, it is the lowest state of that angular momentum.

The empty 3p state of the same atom gives a case with the opposite sign. With $\varepsilon=-0.02854$ Ha and $r_c=2.0$ bohr, one finds $c=0.0771$ Ha and $\gamma=0.99908$. Now $\gamma w_1$ has too little norm, so $\delta=+0.00283$ in bohr units, and $V_2(0)=0.0711$ Ha lies below $c$. The s and p potentials differ in the core, so the pseudopotential built this way acts separately on each angular momentum:
\begin{center}
\begin{tabular}{rrrr}
$r$ (bohr) & $V$ (Ha) & $V_{2,s}$ (Ha) & $V_{2,p}$ (Ha)\\
0.5 & $-7.994$ & 0.548 & 0.029\\
1.0 & $-1.996$ & 0.426 & $-0.092$\\
2.0 & $-0.488$ & $-0.319$ & $-0.308$\\
3.0 & $-0.2463$ & $-0.2491$ & $-0.2365$\\
4.0 & $-0.1626$ & $-0.1626$ & $-0.1626$
\end{tabular}
\end{center}
At 3 bohr $V_{2,s}$ still differs from $V$ by 0.0028 Ha, although $f$ is only $4\times10^{-4}$ there. The term $16x^8/(2r^2)$ in (\ref{vl}) is about 53 Ha at this radius and magnifies the small remainder of $g$.

\section{What norm conservation buys}

Since $w_2$ and $u$ have norm 1 and the same tail, their inner norms agree. Equation (\ref{friedel}) then makes the slopes of $D$ agree at $\varepsilon$, and the error of $V_2$ in $D(E)$ starts at second order in $E-\varepsilon$. The error of $V_1$ starts at first order unless $\gamma=1$. For 3s at 4.5 bohr and 0.1 Ha above $\varepsilon$, $D$ is $-1.729$ per bohr for the full potential, $-1.915$ for $V_1$ and $-1.742$ for $V_2$.

Doubling the energy offset from 0.005 to 0.01 Ha multiplies the 3s error of $V_2$ by 4.34. A pure quadratic would give 4; a cubic term of the same sign accounts for most of the difference. Quadratic and cubic terms together give about 4.3, and higher orders supply the rest.

The numerical check tests these statements by diagonalizing $V_2$ afresh, differentiating $w_2$ numerically, and comparing slopes of $D$ with norm integrals.

\section{From the atom to other surroundings}

$V_2$ still contains the screening by the atom's own valence electron. To use it elsewhere, subtract the Hartree and exchange-correlation potentials of the pseudo valence density $n_v=w_{2,3s}^2/(4\pi r^2)$:
\begin{equation}
V_{{\rm ion},l}=V_{2,l}-V_H[n_v]-V_{xc}[n_v] .
\end{equation}
Outside the core the true and pseudo valence charges produce the same Hartree potential, because their inner norms and outer densities agree. What remains is the nucleus and ten core electrons, $-11/r+10/r=-1/r$, once the core density is too small to affect $V_{xc}$. At 5 bohr the ionic potentials are $-0.2000$ Ha, as expected.

In the reference configuration, adding back the screening of $n_v$ restores $V_2$, whose s state again produces $n_v$. This is a self-consistent solution with the original eigenvalue. Other configurations are approximate. With half a 3s electron removed, the all-electron 3s level falls to $-0.1913$ Ha and the pseudo level to $-0.1887$ Ha. The error of 2.6 mHa is 3.0\% of the shift from the neutral atom. For 3p the error is 0.5 mHa, or 0.8\% of the shift.

Several approximations enter here. The core is frozen in its neutral-atom form; $V_{xc}$ is nonlinear, so core and valence contributions do not simply separate where their densities overlap; and the scattering match is limited to first order in energy. For the 3s level the second dominates. If the frozen core density is kept inside $V_{xc}$, both in the unscreening and in the new configuration, the pseudo level becomes $-0.1916$ Ha, within 0.3 mHa of the all-electron value. That remainder is itself a partial cancellation: freezing the core lowers the all-electron level by about 0.4 mHa, and the corrected pseudo level lies about 0.1 mHa above that frozen-core value. Norm conservation controls the first-order energy dependence of scattering, but it does not control the unscreening, so transfer to other configurations still has to be judged by trials such as this one.

\section*{Calculated quantities}
\begin{verbatim}
Na atom, LDA, 1s2 2s2 2p6 3s1; energies in Ha, lengths in bohr
3s: eps = -0.103473 Ha = -2.8156 eV
3s: rc = 1.80, outer node = 1.04, peak = 3.25 bohr
3s: c iterates (Ha): 0.00000 0.29366 0.41772 0.43409 0.43433 0.43433
3s: c = 0.434331 Ha, dE/dc = <f> = 0.05606
3s: gamma = 1.008101, delta = -0.026568 bohr^-1.5
3s: I1 = 0.315340 bohr^1.5, I2 = 1.062353 bohr^3
3s: a = 0.13749 bohr^-1.5, V2(0) = 0.5631 Ha
3s: level of V2 minus eps = 8.1e-11 Ha
3s: analytic vs numerical inversion, max diff = 5.8e-10 Ha
3s: norm inside R = 4.50 bohr: AE 0.652617, V1 0.668884, V2 0.652617
3s: dD/dE at R (1/(Ha bohr)): AE -6.54452, V1 -6.70764, V2 -6.54452
3s: D(R) at eps-0.1, eps, eps+0.1 Ha, AE (1/bohr): 0.24870 -0.19354 -1.72887
3s: D(R) at eps-0.1, eps, eps+0.1 Ha, V1 (1/bohr): 0.25279 -0.19354 -1.91510
3s: D(R) at eps-0.1, eps, eps+0.1 Ha, V2 (1/bohr): 0.24833 -0.19354 -1.74202
3s: V2 error in D, ratio for 0.01/0.005 Ha = 4.341
3p: eps = -0.028544 Ha = -0.7767 eV
3p: rc = 2.00, outer node = 1.15, peak = 4.94 bohr
3p: c iterates (Ha): 0.00000 0.07223 0.07711 0.07713 0.07713
3p: c = 0.077129 Ha, dE/dc = <f> = 0.01427
3p: gamma = 0.999081, delta = 0.002831 bohr^-2.5
3p: I1 = 0.320844 bohr^2.5, I2 = 3.048762 bohr^5
3p: a = 0.04704 bohr^-2.5, V2(0) = 0.0711 Ha
3p: level of V2 minus eps = 7.7e-11 Ha
3p: analytic vs numerical inversion, max diff = 3.3e-09 Ha
3p: norm inside R = 5.00 bohr: AE 0.369819, V1 0.367982, V2 0.369819
3p: dD/dE at R (1/(Ha bohr)): AE -4.42808, V1 -4.40607, V2 -4.42808
3p: D(R) at eps-0.1, eps, eps+0.1 Ha, AE (1/bohr): 0.32363 -0.00540 -0.77718
3p: D(R) at eps-0.1, eps, eps+0.1 Ha, V1 (1/bohr): 0.32280 -0.00540 -0.76693
3p: D(R) at eps-0.1, eps, eps+0.1 Ha, V2 (1/bohr): 0.32350 -0.00540 -0.77926
3p: V2 error in D, ratio for 0.01/0.005 Ha = 4.275
r (bohr), V, V1s, V2s, V2p, Vion_s, Vion_p (Ha)
0.25 -25.0628 0.4248 0.5637 0.0623 0.3973 -0.1041
0.50 -7.9940 0.3843 0.5477 0.0292 0.3849 -0.1336
1.00 -1.9962 0.2135 0.4258 -0.0921 0.2773 -0.2405
1.50 -0.8718 -0.0654 0.0694 -0.2415 -0.0577 -0.3685
2.00 -0.4879 -0.2870 -0.3185 -0.3084 -0.4253 -0.4151
3.00 -0.2463 -0.2460 -0.2491 -0.2365 -0.3408 -0.3282
4.00 -0.1626 -0.1626 -0.1626 -0.1626 -0.2503 -0.2503
5.00 -0.1150 -0.1150 -0.1150 -0.1150 -0.2000 -0.2000
3s^0.5 ion, 3s: AE -0.191302, pseudo -0.188709 Ha, error 2.593 mHa
3s^0.5 ion, 3p: AE -0.098401, pseudo -0.097865 Ha, error 0.536 mHa
\end{verbatim}
